\section*{Mean Energy Transfer for a Square-Root Exponential Step Law}

\section{Problem}

In chemical vapour deposition, a precursor molecule can decompose in the gas after collisions have given it enough internal energy. Other collisions remove that energy again. A rate calculation at finite pressure therefore needs a law for the energy transferred in one collision.

Let $x\ge 0$ be the energy lost by the molecule in a downward step. The exponential-down law gives $x$ a probability density proportional to
\begin{equation}
f_1(x)=e^{-x/\alpha},\qquad \alpha>0 .
\label{eq:exp}
\end{equation}
Replace it by a density proportional to
\begin{equation}
f_2(x)=e^{-\sqrt{x/a}},\qquad a>0 .
\label{eq:root}
\end{equation}
Treat $x$ as continuous and take $\alpha$ and $a$ to be independent of the energy. Angle brackets denote averages over downward steps.

\begin{enumerate}
\item With no upper bound on $x$, find $\langle x\rangle$ and $\langle x^2\rangle$ for both laws. Compare them at equal scale parameters, and find the ratio $a/\alpha$ that makes the means equal.
\item For the law $f_2$, find the fraction of steps longer than a given $x$ and the share of the mean transfer that these steps carry.
\item A molecule with internal energy $E$ cannot lose more than $E$. Find the mean of $f_2$ restricted to $0\le x\le E$, and its limits for large and small $E/a$.
\item Include upward steps by detailed balance. Does the ratio of the means found in part 1 also apply to the net energy transfer?
\item Evaluate the results for a model of silane in a carrier gas at $T=1000$ K, with $E=20000\ \mathrm{cm^{-1}}$ and a scale parameter of $300\ \mathrm{cm^{-1}}$. Represent the molecule by nine harmonic modes with rough wavenumbers: four at 2190, two at 970 and three at $910\ \mathrm{cm^{-1}}$.
\end{enumerate}

\section{Solution}

\subsection{Moments of the two laws}

Neither $f_1$ nor $f_2$ is normalized, so each average is a quotient:
\begin{equation}
\langle x^m\rangle=\frac{\int_0^\infty x^m f(x)\,dx}{\int_0^\infty f(x)\,dx}.
\label{eq:def}
\end{equation}
All the integrals needed here reduce to
\begin{equation}
J_n(s)=\int_s^\infty t^n e^{-t}\,dt .
\end{equation}
Integration by parts, with $e^{-t}$ integrated and $t^n$ differentiated, gives
\begin{equation}
J_n(s)=\left[-t^n e^{-t}\right]_s^\infty+n\int_s^\infty t^{n-1}e^{-t}\,dt
=s^n e^{-s}+nJ_{n-1}(s),
\label{eq:rec}
\end{equation}
and $J_0(s)=e^{-s}$. At $s=0$ the boundary term vanishes for $n\ge1$, so $J_n(0)=nJ_{n-1}(0)=n!$.

For the exponential law, put $x=\alpha t$ and $dx=\alpha\,dt$. Then
\begin{equation}
\int_0^\infty x^m e^{-x/\alpha}\,dx=\alpha^{m+1}J_m(0)=m!\,\alpha^{m+1}.
\end{equation}
Division by the norm, which is $\alpha$, gives
\begin{equation}
\langle x\rangle_1=\alpha,\qquad \langle x^2\rangle_1=2\alpha^2 .
\end{equation}

For the square-root law, choose the variable that makes the exponent linear:
\begin{equation}
t=\sqrt{x/a},\qquad x=at^2,\qquad dx=2at\,dt .
\end{equation}
The limits remain $0$ and $\infty$. The factor $t$ in $dx$ raises the power of every integrand by one:
\begin{equation}
\int_0^\infty x^m e^{-\sqrt{x/a}}\,dx
=\int_0^\infty a^m t^{2m}e^{-t}\,2at\,dt
=2a^{m+1}(2m+1)! .
\label{eq:moments}
\end{equation}
For $m=0,1,2$ the integrals are $2a$, $12a^2$ and $240a^3$. Therefore
\begin{equation}
\boxed{\langle x\rangle_2=\frac{12a^2}{2a}=6a},\qquad
\langle x^2\rangle_2=\frac{240a^3}{2a}=120a^2 .
\label{eq:mean}
\end{equation}

At equal scale parameters, $a=\alpha$, the square-root law removes six times as much energy per downward step. The two functions do share one property: both have fallen to $1/e$ of their initial value at $x=a=\alpha$. Their behaviour on either side of that point differs. For $x<a$ one has $\sqrt{x/a}>x/a$, so $f_2<f_1$. For $x>a$ the inequality is reversed, and $f_2$ decays more slowly. The scale parameter marks the $1/e$ point and does not by itself fix the mean.

Equal means require $6a=\alpha$, or
\begin{equation}
\frac{a}{\alpha}=\frac16 .
\end{equation}
This choice does not make the distributions equal. The dimensionless ratio $\langle x^2\rangle/\langle x\rangle^2$ is independent of the scale, and its values are
\begin{equation}
\frac{2\alpha^2}{\alpha^2}=2,\qquad
\frac{120a^2}{36a^2}=\frac{10}{3}.
\end{equation}
At the same mean, the square-root law has a mean square step larger by a factor $5/3$.

\subsection{Which steps carry the energy}

Let $s=\sqrt{x/a}$. The fraction of downward steps longer than $x$ is the norm integral taken from $x$ upward, divided by the full norm:
\begin{equation}
\Phi(x)=\frac{2aJ_1(s)}{2a}=(1+s)e^{-s},
\label{eq:phi}
\end{equation}
where $J_1(s)=se^{-s}+J_0(s)$ was used. The share of the mean carried by these steps is the corresponding quotient of first moments,
\begin{equation}
\Psi(x)=\frac{2a^2J_3(s)}{12a^2}=\frac{J_3(s)}{6}.
\end{equation}
Two more uses of the recursion (\ref{eq:rec}) give
\begin{align}
J_2(s)&=s^2e^{-s}+2J_1(s)=(s^2+2s+2)e^{-s},\\
J_3(s)&=s^3e^{-s}+3J_2(s)=(s^3+3s^2+6s+6)e^{-s},
\end{align}
and hence
\begin{equation}
\Psi(x)=e^{-s}\left(1+s+\frac{s^2}{2}+\frac{s^3}{6}\right).
\label{eq:psi}
\end{equation}

At the mean step, $x=6a$ and $s=\sqrt6$. Equations (\ref{eq:phi}) and (\ref{eq:psi}) then give $\Phi=0.298$ and $\Psi=0.768$: about 30\% of the steps carry about 77\% of the transfer. For the exponential law, the steps longer than the mean are a fraction $J_0(1)=e^{-1}\approx0.37$ and carry a share $J_1(1)=2e^{-1}\approx0.74$. The two laws are thus not very different when divided at their means. Far out they differ strongly: steps longer than five times the mean are 2.7\% of all steps for the square-root law and 0.7\% for the exponential law. Still farther out the contrast grows without limit, because $e^{-\sqrt{x/a}}$ eventually exceeds $e^{-x/\alpha}$ by any chosen factor, whatever the two scales are.

The median of the square-root law follows from $\Phi=1/2$. The numerical solution is $x=2.817a$, which is less than half the mean. A typical step is therefore a poor estimate of the average transfer.

\subsection{The bound set by the internal energy}

Now restrict $x$ to $0\le x\le E$ and renormalize. With $S=\sqrt{E/a}$, the norm is the full norm less its tail, $2a[1-\Phi(E)]$. The first moment is likewise $12a^2[1-\Psi(E)]$. Their quotient is
\begin{equation}
\langle x\rangle_E=6a\,
\frac{1-e^{-S}\left(1+S+S^2/2+S^3/6\right)}{1-e^{-S}(1+S)} .
\label{eq:bounded}
\end{equation}

For $S\gg1$ both exponential terms vanish and the mean tends to $6a$. The largest correction is the cubic term in the numerator, so the relative change is $-S^3e^{-S}/6$ to leading order. The leading term becomes accurate only slowly: at $S=8.165$ it gives $-2.6\%$, while equation (\ref{eq:bounded}) gives $-3.5\%$. The change is small when $S$ is large enough for the exponential to overcome the cube. The condition is more demanding than $E>6a$, which corresponds to $S>\sqrt6$.

For $S\ll1$, use $1=e^{-S}\sum_{k=0}^\infty S^k/k!$. The subtraction in the numerator removes the terms up to $k=3$, and that in the denominator removes those up to $k=1$. The first surviving terms give
\begin{equation}
\langle x\rangle_E\simeq6a\,\frac{S^4/24}{S^2/2}
=\frac{aS^2}{2}=\frac E2 .
\end{equation}
This is the mean of a uniform distribution on $[0,E]$, as it should be: over this interval $f_2$ falls only by a fraction of about $S=\sqrt{E/a}$, which tends to zero. Because of the square root, $E$ must be very much smaller than $a$ for $f_2$ to be nearly constant. The scale parameter has then dropped out, and the factor 6 with it.

\subsection{Upward steps and the net transfer}

Let $R(E\to E')$ be the transition rate per unit final energy. For downward steps take
\begin{equation}
R(E\to E-x)=C f(x),
\end{equation}
with $C$ independent of $E$. This is an additional assumption. If $C$ depends on energy, for instance because it is fixed by normalizing all transition probabilities, the upward rate below acquires a factor $C(E+x)/C(E)$.

In thermal equilibrium, the population per unit energy is proportional to $\rho(E)e^{-E/kT}$, where $\rho$ is the density of internal states. Detailed balance equates the flows between $E$ and $E+x$:
\begin{equation}
\rho(E)e^{-E/kT}R(E\to E+x)
=\rho(E+x)e^{-(E+x)/kT}\,C f(x).
\end{equation}
Solving for the upward rate gives
\begin{equation}
R(E\to E+x)=C f(x)\,\frac{\rho(E+x)}{\rho(E)}\,e^{-x/kT}.
\label{eq:up}
\end{equation}
The Boltzmann factor suppresses upward steps, while the growing density of states favours them. If $\ln\rho$ is linear in energy over the important step lengths, the two factors combine into $e^{-\gamma x}$ with
\begin{equation}
\gamma=\frac1{kT}-\frac{d\ln\rho}{dE}.
\end{equation}

Let $\Delta$ be the mean energy change of the molecule per energy-changing collision, negative for a loss. Neglecting the bound $x\le E$,
\begin{equation}
\Delta=\frac{\int_0^\infty x f e^{-\gamma x}dx-\int_0^\infty x f\,dx}
{\int_0^\infty f e^{-\gamma x}dx+\int_0^\infty f\,dx}.
\label{eq:net}
\end{equation}
For the exponential law the upward weight is $e^{-x/b}$, with $1/b=1/\alpha+\gamma$. For $b>0$ its norm and first moment are $b$ and $b^2$, so
\begin{equation}
\Delta_1=\frac{b^2-\alpha^2}{b+\alpha}=b-\alpha
=-\frac{\gamma\alpha^2}{1+\gamma\alpha}.
\label{eq:netexp}
\end{equation}

Two limits of equation (\ref{eq:net}) show what happens to the factor 6. For large positive $\gamma$, as in a very cold gas, upward steps disappear: since $f\le1$, their norm is at most $1/\gamma$ and their first moment at most $1/\gamma^2$. Then $\Delta\to-\langle x\rangle$, and the ratio of net transfers at equal scales is 6.

For small positive $\gamma$, expand $e^{-\gamma x}\simeq1-\gamma x$. With $N=\int_0^\infty f\,dx$, the numerator is $-\gamma N\langle x^2\rangle$ and the denominator is $2N$ to leading order. Hence
\begin{equation}
\Delta\simeq-\frac{\gamma\langle x^2\rangle}{2}.
\label{eq:small}
\end{equation}
This is $-\gamma\alpha^2$ for the exponential law, in agreement with equation (\ref{eq:netexp}), and $-60\gamma a^2$ for the square-root law. The ratio is now 60 at equal scales. At equal means, $a=\alpha/6$, it is $60/36=5/3$. Small $\gamma$ means that the thermal population $\rho(E)e^{-E/kT}$ is nearly flat at the energy of the molecule. Gains and losses then almost cancel, and the net transfer is governed by the second moment and not by the mean.

The answer to part 4 is therefore no: the factor 6 belongs to downward steps, and the net ratio depends on $\gamma$.

For $\gamma<0$ the upward integrals of the square-root law diverge, because $e^{|\gamma|x}$ eventually outgrows the decay of $f_2$. The linear form of $\ln\rho$ then cannot be used for long steps. For a density of states that grows as a power of energy, the integrals built from equation (\ref{eq:up}) converge, since the Boltzmann factor wins at large $x$.

\subsection{Numbers for the silane model}

\paragraph{Downward steps.} With $\alpha=a=300\ \mathrm{cm^{-1}}$, the unbounded means are
\begin{align}
\langle x\rangle_1&=300\ \mathrm{cm^{-1}}=37.2\ \mathrm{meV},\\
\langle x\rangle_2&=6\times300=1800\ \mathrm{cm^{-1}}=223.2\ \mathrm{meV}.
\end{align}
The median of the square-root law is $2.817\times300=845\ \mathrm{cm^{-1}}$. To recover a mean of $300\ \mathrm{cm^{-1}}$, its scale must be reduced to $a=50\ \mathrm{cm^{-1}}$. The root-mean-square step is then $\sqrt{120}\times50=548\ \mathrm{cm^{-1}}$, against $\sqrt2\times300=424\ \mathrm{cm^{-1}}$ for the exponential law.

\paragraph{Bound on the step.} For $a=300\ \mathrm{cm^{-1}}$, $S=\sqrt{20000/300}=8.165$. Equation (\ref{eq:bounded}) gives $1736\ \mathrm{cm^{-1}}$, which is 3.5\% below the unbounded mean. Steps longer than $E$ make up just 0.26\% of the unbounded distribution, but they are long enough to matter in the mean. For $a=50\ \mathrm{cm^{-1}}$ the reduction is 0.0003\%.

\paragraph{Density of states.} For $n$ harmonic modes with wavenumbers $\nu_i$, the classical number of states up to energy $\epsilon$ is the volume of the region $\sum_i n_i\nu_i\le\epsilon$ with $n_i\ge0$, namely $\epsilon^n/(n!\prod_i\nu_i)$. A semiclassical approximation replaces $\epsilon$ by $E+E_z$, where $E_z=\frac12\sum_i\nu_i=6715\ \mathrm{cm^{-1}}$ is the zero-point energy. Differentiation gives
\begin{equation}
\rho(E)=\frac{(E+E_z)^{n-1}}{(n-1)!\prod_i\nu_i},\qquad
\frac{d\ln\rho}{dE}=\frac{n-1}{E+E_z}.
\end{equation}
The directly counted number of harmonic states up to a given energy is 0.905 times the number from the smooth formula $(E+E_z)^n/(n!\prod_i\nu_i)$, when this ratio is averaged over energies within $1000\ \mathrm{cm^{-1}}$ of $E$. A constant factor of this kind would cancel in equation (\ref{eq:up}), which contains a ratio of densities. The factor is not quite constant: it rises from 0.86 at $15000\ \mathrm{cm^{-1}}$ to 0.95 at $30000\ \mathrm{cm^{-1}}$. With a smoothed direct count in place of the formula, $1/\gamma$ below changes from 878 to $882\ \mathrm{cm^{-1}}$, and the three net transfers $-76.6$, $-1098$ and $-91.2\ \mathrm{cm^{-1}}$ become $-76.3$, $-1096$ and $-90.9\ \mathrm{cm^{-1}}$. Their last digits therefore belong to the smooth formula.

\paragraph{Net transfer.} At 1000 K, $kT=695.0\ \mathrm{cm^{-1}}$. With $n=9$,
\begin{equation}
\gamma=\frac1{695.0}-\frac8{26715}=\frac1{877.7}\ \mathrm{cm}.
\end{equation}
For the exponential law this gives
\begin{equation}
b=\left(\frac1{300}+\frac1{877.7}\right)^{-1}=223.6\ \mathrm{cm^{-1}},
\qquad \Delta_1=b-\alpha=-76.4\ \mathrm{cm^{-1}}.
\end{equation}
Integration with the full $\rho(E)$ and the bound $x\le E$ gives $-76.6\ \mathrm{cm^{-1}}$, so the local formula is adequate here.

The same integration for the square-root law with $a=300\ \mathrm{cm^{-1}}$ gives a fraction 0.2955 of upward steps with mean $424.5\ \mathrm{cm^{-1}}$. The remaining steps are downward, with the bounded mean found above:
\begin{equation}
\Delta_2=0.2955\times424.5-0.7045\times1736.3
\approx-1098\ \mathrm{cm^{-1}}.
\end{equation}
At equal scales the net loss is thus 14.3 times that of the exponential law, between the values 6 and 60 of the two limits.

With the matched scale, $a=50\ \mathrm{cm^{-1}}$, the net change is $-91.2\ \mathrm{cm^{-1}}$, a loss 19\% larger than for the exponential law. The downward means agree, but the mean upward step is $179\ \mathrm{cm^{-1}}$ instead of $223\ \mathrm{cm^{-1}}$. This change alone would give $-95\ \mathrm{cm^{-1}}$; a slightly larger fraction of upward steps, 0.436 instead of 0.427, offsets part of it. The small-$\gamma$ ratio $5/3$ is not reached. One order further, the numerator of equation (\ref{eq:net}) is $-\gamma N\langle x^2\rangle+\gamma^2N\langle x^3\rangle/2$ and the denominator is $2N-\gamma N\langle x\rangle$, so equation (\ref{eq:small}) has the relative correction $-\gamma\left[\langle x^3\rangle/(2\langle x^2\rangle)-\langle x\rangle/2\right]$. By equation (\ref{eq:moments}), $\langle x^3\rangle_2=7!\,a^3=5040a^3$, and the correction is $-(21-3)\gamma a=-18\gamma a$. Here $18\gamma a=18\times50/877.7\approx1.0$, which is not small.

\paragraph{Relation to a real reactor.} The temperature is representative of silicon deposition from silane, and $E$ is roughly the threshold for loss of $\mathrm{H_2}$. A mean downward step of a few hundred $\mathrm{cm^{-1}}$ is a rough typical size for a weak collider. The $1800\ \mathrm{cm^{-1}}$ obtained with $a=300\ \mathrm{cm^{-1}}$ is far above that range. It shows the result of carrying a scale parameter from one law to the other and is not an estimate for silane; the matched scale is the sensible starting point.

The assumption of unbounded steps fails in any real molecule. In this example the bound lowers the mean downward step by 3.5\% for the larger scale; at lower $E$ the reduction is larger. Near $E$ the smooth formula gives the model on average one state per $0.0025\ \mathrm{cm^{-1}}$, but many of these states coincide: modes repeat, and every wavenumber used is a multiple of $10\ \mathrm{cm^{-1}}$, so distinct levels are at least that far apart. In a real molecule anharmonicity splits many of these coincidences, which supports a continuum of final energies near $E$. The continuum fails near the vibrational ground state, which is reached from $E$ by the longest steps. Rotation, anharmonicity and any dependence of the scale on energy or temperature are omitted, and their effects have not been estimated here. The remaining intermediate values are in the numerical output.

When energy-transfer parameters from different step laws are compared, the scale must first be converted to a mean downward step. Equal means do not imply equal net transfers: in this example the matched laws still differ by 19\%. The size and even the sign of this difference depend on temperature: at the same $E$ the square-root law loses 4\% more at 500 K and about 2.5\% less at 300 K. That figure is not an estimate of the difference in reaction rate, which depends on the populations at all energies and was not calculated here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 1000 K
Thermal energy kT: 695.0 cm^-1
Internal energy E: 20000 cm^-1
Internal energy E: 2.48 eV
Common scale alpha = a: 300 cm^-1
Matched scale alpha/6: 50 cm^-1
Mode wavenumbers (cm^-1): 2190 2190 2190 2190 970 970 910 910 910
-- Downward steps, no upper bound --
Norm integral, root law, a=300: 600.00 cm^-1
First moment, root law, a=300: 1080000.0 cm^-2
Mean step, exponential, 300: 300.00 cm^-1 = 37.2 meV
Root-mean-square step, exponential, 300: 424.3 cm^-1
Mean square / squared mean, exponential, 300: 2.0000
Mean step, root, 300: 1800.00 cm^-1 = 223.2 meV
Root-mean-square step, root, 300: 3286.3 cm^-1
Mean square / squared mean, root, 300: 3.3333
Mean step, root, 50: 300.00 cm^-1 = 37.2 meV
Root-mean-square step, root, 50: 547.7 cm^-1
Mean square / squared mean, root, 50: 3.3333
Ratio of means at equal scale: 6.000000
Median step, root, 300: 845.1 cm^-1
Median / a, root law: 2.817
Fraction of steps above 6a: 0.2978
Share of mean from steps above 6a: 0.7683
-- Effect of the bound x <= E --
sqrt(E/a), root, 300: 8.165
Fraction of steps above E, root, 300: 0.00261
Bounded mean, root, 300: 1736.3 cm^-1
Change of mean, root, 300: -3.54 %
Bounded mean, root, 50: 299.999 cm^-1
Change of mean, root, 50: -0.0003 %
-- Effect of upward steps (bound x <= E kept) --
Zero-point energy: 6715 cm^-1
1/gamma: 877.7 cm^-1
Local formula b: 223.6 cm^-1
Local formula b - alpha: -76.42 cm^-1
Mean upward step, exponential, 300: 223.3 cm^-1
Fraction of upward steps, exponential, 300: 0.4269
Net mean energy change, exponential, 300: -76.59 cm^-1
Mean upward step, root, 300: 424.5 cm^-1
Fraction of upward steps, root, 300: 0.2955
Net mean energy change, root, 300: -1097.87 cm^-1
Mean upward step, root, 50: 179.4 cm^-1
Fraction of upward steps, root, 50: 0.4356
Net mean energy change, root, 50: -91.18 cm^-1
Net ratio, root 300 / exponential 300: 14.33
Net ratio, root 50 / exponential 300: 1.190
-- Vibrational states --
Counted / smooth number of states near E: 0.905
Mean spacing of states at E: 0.00253 cm^-1
\end{verbatim}
